\section*{The Grassmann Hessian and the origin of orbital-energy differences, part 1}

(Sections cited here and not found follow in the second part.)

\section{Geometry of the occupied space and the Hessian operator}

Take the converged restricted Hartree--Fock determinant $[\mathrm{Ne}]3s^23p_z^2$ of a free silicon atom in the cc-pVDZ basis, add to the occupied $3p_z$ orbital a small multiple $t$ of the empty $3p_x$ orbital, and evaluate the energy expression. Its second derivative in $t$ is $-25.32$ eV. If the zero of the one-electron energy is moved by $10$ eV, which changes nothing physical, the same derivative becomes $+14.68$ eV. If instead the two orbitals are rotated into each other by the angle $t$, the second derivative is $+0.63$ eV/rad$^2$ for both choices of zero. The two paths leave the starting point with the same velocity, and the energy is stationary there under every orbital rotation, yet they differ by $25.95$ eV, which is $-4$ times the orbital energy $\varepsilon_{3p_z}=-6.488$ eV. The difference is the term $-\xi\,(C^TFC)$ of the Riemannian Hessian.

\subsection{Energy, density matrix and Fock matrix}

Atomic units are used in the algebra. The one-electron basis has $n$ real functions and is orthonormal; a basis with overlap matrix $S$ is first transformed with $S^{-1/2}$. The $N$ doubly occupied real orbitals are the columns of an $n\times N$ matrix $C$, and
\begin{equation}
C^TC=1,\qquad P=CC^T,\qquad Q=1-P .\tag{1}
\end{equation}
From $C^TC=1$ follow $P^2=P$, $PC=C$ and $QC=0$. With the core Hamiltonian $h$ and the two-electron integrals $(pq|rs)=\iint\chi_p(1)\chi_q(1)r_{12}^{-1}\chi_r(2)\chi_s(2)$, the closed-shell energy is
\begin{equation}
E(P)=2\,\mathrm{Tr}\,hP+\mathrm{Tr}\,PG(P),\qquad G(D)_{pq}=\sum_{rs}\big[2(pq|rs)-(pr|qs)\big]D_{rs}.\tag{2}
\end{equation}
Two properties of the linear map $G$ are needed, and both rest on the symmetries $(pq|rs)=(qp|rs)=(rs|pq)$ of real integrals. First, $G(D)$ is symmetric when $D$ is: in $G(D)_{qp}$ the exchange term is $\sum(qr|ps)D_{rs}$, and renaming $r\leftrightarrow s$ turns it into $\sum(qs|pr)D_{sr}=\sum(pr|qs)D_{rs}$. Second, $\mathrm{Tr}\,AG(B)=\mathrm{Tr}\,BG(A)$ for symmetric $A$ and $B$: renaming $(p,q)\leftrightarrow(r,s)$ in $\sum A_{pq}[2(pq|rs)-(pr|qs)]B_{rs}$ gives the kernel $2(rs|pq)-(rp|sq)$, which equals the original one. Since $E$ is a quadratic polynomial in $P$, these properties give, for any symmetric $D$ and with no remainder,
\begin{equation}
E(P+D)=E(P)+2\,\mathrm{Tr}\,FD+\mathrm{Tr}\,DG(D),\qquad F=h+G(P).\tag{3}
\end{equation}
The two cross terms $\mathrm{Tr}\,PG(D)$ and $\mathrm{Tr}\,DG(P)$ are equal and have been merged into $2\,\mathrm{Tr}\,FD$. As a function of the orbitals the energy is written $f(C)=E(CC^T)$. This formula makes sense for any $n\times N$ matrix, orthonormal or not, and is thus one way of extending the energy off the constraint (1).

For an orthogonal $N\times N$ matrix $O$, the orbitals $C$ and $CO$ give the same $P$. The energy depends on the occupied subspace alone, and the set of $N$-dimensional subspaces of $\mathbb R^n$, or equivalently of symmetric projectors of rank $N$, is the Grassmann manifold.

\subsection{Tangent vectors and metric}

Let $P(t)$ be a smooth curve of projectors with $P(0)=P$ and $P'(0)=X$, a symmetric matrix. Differentiating $P^2=P$ gives $XP+PX=X$. Multiplying by $P$ on both sides gives $2PXP=PXP$, so $PXP=0$. Multiplying by $Q$ on both sides gives $0=QXQ$. Hence $X=QXP+PXQ$, and with $\xi=QXC$,
\begin{equation}
X=\xi C^T+C\xi^T,\qquad C^T\xi=0 .\tag{4}
\end{equation}
An $n\times N$ matrix with $C^T\xi=0$ is called horizontal; each of its columns is a virtual-space vector that is admixed to one occupied orbital. A general velocity of orthonormal orbitals is $C'=\xi+C\Lambda$, where $(C^TC)'=0$ forces $\Lambda^T=-\Lambda$; the part $C\Lambda$ contributes $C(\Lambda+\Lambda^T)C^T=0$ to $P'$ and only rotates the occupied orbitals among themselves. If the columns of $V$ are an orthonormal basis of the virtual space, $Q=VV^T$ and $\xi=V\kappa$ with a free $(n-N)\times N$ matrix $\kappa$. The dimension of the manifold is $N(n-N)$, which for the silicon example is $7\times11=77$.

For two tangent vectors $X$ and $Y$ built from $\xi$ and $\eta$, the product $XY$ has four terms. Two contain $C^T\eta$ or $\xi^TC$ and vanish, and the other two are $\xi\eta^T$ and $C\xi^T\eta C^T$, each with trace $\mathrm{Tr}\,\xi^T\eta$. The metric is chosen as
\begin{equation}
\langle\xi,\eta\rangle=\mathrm{Tr}\,\xi^T\eta=\tfrac12\,\mathrm{Tr}\,XY .\tag{5}
\end{equation}
It is unchanged by $C\to CO$, $\xi\to\xi O$, $\eta\to\eta O$. Equation (5) says that the manifold, seen as a surface in the flat space of symmetric matrices with inner product $\frac12\mathrm{Tr}\,AB$, carries the same metric as the horizontal matrices with $\mathrm{Tr}\,\xi^T\eta$. A symmetric matrix $M$ is normal to the surface when $\mathrm{Tr}\,MX=2\,\mathrm{Tr}\,\xi^TQMC$ vanishes for all $\xi$, that is when $QMP=0$. Tangent matrices are block off-diagonal in the occupied--virtual splitting and normal matrices are block diagonal.

\subsection{Euclidean and Riemannian gradient}

For an arbitrary $n\times N$ matrix $Z$, the displacement of $CC^T$ along $C+tZ$ is $D=t(ZC^T+CZ^T)+t^2ZZ^T$. The term of (3) linear in $t$ is $2\,\mathrm{Tr}\,F(ZC^T+CZ^T)=4\,\mathrm{Tr}\,Z^TFC$, where the symmetry of $F$ makes the two traces equal. The Euclidean gradient is therefore $\nabla f=4FC$; one factor 2 is the double occupation and the other comes from $P$ being quadratic in $C$. Inserting $1=Q+CC^T$,
\begin{equation}
\nabla f=4FC=4QFC+4C\,F_{oo},\qquad F_{oo}=C^TFC .\tag{6}
\end{equation}
For horizontal $\xi=Q\xi$ the derivative is $\langle\xi,4QFC\rangle$, so the Riemannian gradient is
\begin{equation}
g=\operatorname{grad}f=4QFC ,\tag{7}
\end{equation}
and stationarity means $QFC=0$, the self-consistency condition that $F$ does not couple occupied and virtual spaces. The second part of (6) has the form $CS$ with symmetric $S$. It is orthogonal to every allowed velocity, since $\langle CS,\xi+C\Lambda\rangle=\mathrm{Tr}\,SC^T\xi+\mathrm{Tr}\,S\Lambda=0$, the last trace being that of a symmetric times an antisymmetric matrix. It is the normal part of the Euclidean gradient, and self-consistency does not make it vanish: at a stationary point $FC=CF_{oo}$, and the eigenvalues of $F_{oo}$ are the occupied orbital energies. They measure how fast $f$ would change if the orbitals were allowed to lose their normalization.

\subsection{Geodesics}

A geodesic is a curve that makes $I=\frac12\int_0^1\frac12\mathrm{Tr}\,P'^2\,dt$ stationary for fixed end points. For a variation $\delta P(t)$, tangent at each $P(t)$ and zero at the ends, integration by parts gives $\delta I=-\int\frac12\mathrm{Tr}\,(P''\delta P)\,dt$. This vanishes for all such variations if and only if $P''(t)$ is normal at $P(t)$ for every $t$.

Given $C$ and a horizontal $\xi$, define
\begin{equation}
A=\xi C^T-C\xi^T=-A^T,\qquad C(t)=e^{tA}C,\qquad P(t)=e^{tA}Pe^{-tA}.\tag{8}
\end{equation}
The exponential of an antisymmetric matrix is orthogonal, so $C(t)$ stays orthonormal. With $C^TC=1$ and $C^T\xi=0$,
\begin{equation}
AC=\xi,\qquad A\xi=-C\,\xi^T\xi .\tag{9}
\end{equation}
The first relation gives $C'(0)=\xi$, which also shows that every $X$ of the form (4) is the velocity of some curve. Differentiating (8), $P'(t)=e^{tA}[A,P]e^{-tA}$ and $P''(t)=e^{tA}[A,[A,P]]e^{-tA}$, because $A$ commutes with $e^{tA}$. Now $AP=\xi C^T$ and $PA=-C\xi^T$, so $[A,P]=X$. The products needed for the second commutator each keep two of four terms,
\begin{align}
AX&=(\xi C^T-C\xi^T)(\xi C^T+C\xi^T)=\xi\xi^T-C\xi^T\xi C^T,\nonumber\\
XA&=(\xi C^T+C\xi^T)(\xi C^T-C\xi^T)=-\xi\xi^T+C\xi^T\xi C^T,\nonumber
\end{align}
and therefore
\begin{equation}
P''(0)=[A,X]=2\big(\xi\xi^T-C\xi^T\xi C^T\big).\tag{10}
\end{equation}
The first term lies in the virtual--virtual block and the second in the occupied--occupied block, so $QP''(0)P=0$. At time $t$ the matrices $Q$, $P''$ and $P$ are all conjugated by the same $e^{tA}$, so $P''(t)$ is normal at $P(t)$ and (8) is a geodesic. Its speed is constant, since $\frac12\mathrm{Tr}\,P'(t)^2=\frac12\mathrm{Tr}\,X^2=\|\xi\|^2$, and the orbitals move horizontally at all times, since $C(t)^TC'(t)=C^TAC=C^T\xi=0$.

Repeated use of (9) with $M=\xi^T\xi$ gives $A^{2k}C=C(-M)^k$ and $A^{2k+1}C=\xi(-M)^k$. With the singular value decomposition $\xi=U\Sigma W^T$, in which $W$ is $N\times N$ orthogonal, $M=W\Sigma^2W^T$, and the even and odd parts of the exponential series sum to
\begin{equation}
C(t)=CW\cos(\Sigma t)W^T+U\sin(\Sigma t)W^T,\qquad C''(0)=A\xi=-C\xi^T\xi .\tag{11}
\end{equation}
For a single pair, with $\xi$ holding a normalized virtual orbital $\phi_a$ in column $i$ and zeros elsewhere, (11) reads $\phi_i\to\phi_i\cos t+\phi_a\sin t$. The arc length is the rotation angle, and second derivatives are quoted per rad$^2$. In a numerical test a geodesic of length $0.600000$ rad was deformed sideways with fixed end points; the length rose to $0.600098$ rad for both signs of the deformation, with no sign of a term linear in its amplitude.

\subsection{Second derivative along a curve}

The Riemannian Hessian is the symmetric bilinear form on the tangent space whose diagonal value is the second derivative of the energy along the geodesic with initial velocity $\xi$. It is convenient to treat first any curve of orthonormal orbitals with $C'(0)=\xi$. Differentiating $C^TC=1$ twice gives $C''^TC+C^TC''=-2\xi^T\xi$, which fixes the symmetric part of $C^TC''$. The most general acceleration is thus
\begin{equation}
C''(0)=\eta+C\Lambda-C\xi^T\xi,\qquad C^T\eta=0,\quad\Lambda^T=-\Lambda ,\tag{12}
\end{equation}
with $\eta$ and $\Lambda$ free and the last term imposed by the constraint. The geodesic (11) has $\eta=0$ and $\Lambda=0$.

Write $C(t)=C+t\xi+\frac12t^2C''+O(t^3)$. Then
\begin{equation}
D=C(t)C(t)^T-P=tX+t^2\Big[\xi\xi^T+\tfrac12\big(C''C^T+CC''^T\big)\Big]+O(t^3).\tag{13}
\end{equation}
Insert this in (3) and take twice the coefficient of $t^2$. The term $2\,\mathrm{Tr}\,FD$ yields $4\,\mathrm{Tr}\,\xi^TF\xi+4\,\mathrm{Tr}\,C''^TFC$, and the term $\mathrm{Tr}\,DG(D)$ yields $2\,\mathrm{Tr}\,XG(X)$. Because $G(X)$ is symmetric, $2\,\mathrm{Tr}\,(\xi C^T+C\xi^T)G(X)=4\,\mathrm{Tr}\,\xi^TG(X)C$. Together,
\begin{equation}
\frac{d^2f}{dt^2}=\underbrace{4\langle\xi,F\xi+G(X)C\rangle}_{\text{straight line}}+\langle\nabla f,C''\rangle .\tag{14}
\end{equation}
The first term is what remains for $C''=0$, that is for the straight line $C+t\xi$, which leaves the constraint at second order. It is the Euclidean Hessian of the extension $f$. The second term is evaluated with (6) and (12). Horizontal and vertical matrices are orthogonal, so $\eta$ pairs with $g$ and the rest with $4CF_{oo}$; the trace $\mathrm{Tr}\,F_{oo}\Lambda$ vanishes by symmetry; and the cyclic property gives $\mathrm{Tr}\,F_{oo}\xi^T\xi=\mathrm{Tr}\,\xi^T(\xi F_{oo})$. Hence
\begin{equation}
\langle\nabla f,C''\rangle=\langle g,\eta\rangle-4\langle\xi,\xi F_{oo}\rangle .\tag{15}
\end{equation}
On the geodesic $\eta=0$, and
\begin{equation}
\frac{d^2f}{dt^2}=\langle\xi,H\xi\rangle,\qquad H\xi=4\big\{QF\xi-\xi\,(C^TFC)+QG(\xi C^T+C\xi^T)C\big\}.\tag{16}
\end{equation}
The projectors $Q$ could be inserted freely because $\xi^T=\xi^TQ$; they make $H\xi$ horizontal, and $\xi F_{oo}$ is horizontal already. A quadratic form determines one symmetric operator, by $\langle\eta,H\xi\rangle=\frac14[q(\xi+\eta)-q(\xi-\eta)]$ with $q(\xi)=\langle\xi,H\xi\rangle$, so it remains to see that $H$ as written is symmetric. The three terms of $\langle\eta,H\xi\rangle$ are $4\,\mathrm{Tr}\,\eta^TF\xi$, $-4\,\mathrm{Tr}\,\eta^T\xi F_{oo}$ and $2\,\mathrm{Tr}\,YG(X)$. The first two are symmetric in $\xi\leftrightarrow\eta$ by transposition and cyclic permutation, since $F$ and $F_{oo}$ are symmetric, and the third by the second property of $G$. Equation (16) is the Riemannian Hessian. Stationarity was not used, so it holds at every point of the manifold.

Equations (14) and (15) also show which curves may replace the geodesic: for a general curve $d^2f/dt^2=\langle\xi,H\xi\rangle+\langle g,\eta\rangle$. At a stationary point $g=0$ and every orthonormal curve with velocity $\xi$ gives the Hessian. Elsewhere the curve must have $\langle g,\eta\rangle=0$. Symmetric re-orthonormalization of the straight line qualifies: the overlap of $C+t\xi$ is $1+t^2M$, and
\begin{equation}
\tilde C(t)=(C+t\xi)(1+t^2M)^{-1/2}=C+t\xi-\tfrac12t^2CM+O(t^3)\tag{17}
\end{equation}
has the acceleration of (11). A curve with a unit acceleration $\eta$ along $g$ adds $\|g\|$; this was tested at a silicon point displaced $0.3$ rad from self-consistency, where $\|g\|=894$ eV/rad is of the size of $\langle\xi,H\xi\rangle=930$ eV/rad$^2$ for the unit $\xi$ used there.

\subsection{The curvature term}

The forced acceleration in (12), written as a symmetric bilinear map,
\begin{equation}
\mathrm{II}(\xi,\eta)=-\tfrac12C\big(\xi^T\eta+\eta^T\xi\big),\tag{18}
\end{equation}
is the second fundamental form of the surface $C^TC=1$ in the flat space of $n\times N$ matrices, evaluated on horizontal vectors. It states how a curve must bend away from the tangent plane to stay on the surface. For $N=1$ the surface is the unit sphere, and $\mathrm{II}(\xi,\xi)=-c\,\|\xi\|^2$ is the centripetal acceleration. Pairing (18) with a normal vector $CS$ gives $-\frac12\mathrm{Tr}\,S(\xi^T\eta+\eta^T\xi)=-\langle\eta,\xi S\rangle$, and the map $\xi\mapsto-\xi S$ so defined is the Weingarten map. With $S=4F_{oo}$ from (6) it is the middle term of (16). The term is a product of two things, the bending of the constraint surface and the normal part of the Euclidean gradient, and $\frac12t^2$ times its diagonal value is the change of $f$, to order $t^2$, on the normal displacement $\frac12t^2\,\mathrm{II}(\xi,\xi)$ that brings the point $C+t\xi$ back to the surface.

The method of Lagrange multipliers gives the same term at a stationary point. The function $f-2\,\mathrm{Tr}\,\lambda(C^TC-1)$ with symmetric $\lambda$ has gradient $4FC-4C\lambda$, so $\lambda=F_{oo}$. Along $C+t\xi$ the constraint term is $-2t^2\mathrm{Tr}\,\lambda\xi^T\xi$, whose second derivative is $-4\langle\xi,\xi F_{oo}\rangle$.

\subsection{The Hessian as derivative of the gradient field}

On a surface in flat space the covariant derivative of a tangent field $Y$ along $X$ is the ordinary derivative followed by the tangential projection $\Pi$. This rule has the two properties that define the Levi-Civita connection. It respects the metric, because in the product rule for $\langle Y,Z\rangle$ each derivative is paired with a tangent vector and may be projected. It is free of torsion, because the difference of the ordinary derivatives of $Y$ along $X$ and of $X$ along $Y$ is their Lie bracket, which is tangent and is left unchanged by $\Pi$.

Apply the rule to the gradient, represented as in (4) by $Y(t)=gC^T+Cg^T$ along any curve with $C'(0)=\xi$. Its derivative is $Y'=g'C^T+g\xi^T+\xi g^T+Cg'^T$. The horizontal matrix belonging to $\Pi Y'$ is $QY'C$. The middle terms drop out since $\xi^TC=0$ and $g^TC=0$, the last since $QC=0$, and $QY'C=Qg'$ remains. In $g=4QFC$ three factors vary, with $Q'=-X$, $F'=G(X)$ and $C'=\xi$:
\begin{equation}
g'=4\big\{-XFC+QG(X)C+QF\xi\big\}.\tag{19}
\end{equation}
Since $Q\xi=\xi$ and $QC=0$, one has $QX=\xi C^T$ and $QXFC=\xi\,C^TFC$. Therefore
\begin{equation}
Qg'=4\big\{QF\xi-\xi\,(C^TFC)+QG(X)C\big\}=H\xi ,\tag{20}
\end{equation}
in agreement with (16). Here the curvature term comes from the derivative of the projector $Q$, that is from the turning of the tangent space as the point moves. The discarded part $Pg'=-4C\xi^TFC=-C\xi^Tg$ keeps $g$ horizontal along the curve. Equation (20) involves the velocity of the curve and not its acceleration, so finite differences of the gradient along (17) or along any other curve of orthonormal orbitals with $C'(0)=\xi$ give $H\xi$ once they are projected with $Q$. Without the projection the part $-C\xi^Tg$ remains, which vanishes at a stationary point.

\section{Orbital-energy differences, embeddings and the silicon atom}

The symbols and results taken over are these. In a real orthonormal basis of size $n$, $C$ holds $N$ doubly occupied orbitals and $V$ the virtual ones, $P=CC^T$, $Q=1-P=VV^T$. The energy obeys $E(P+D)=E(P)+2\,\mathrm{Tr}\,FD+\mathrm{Tr}\,DG(D)$, Eq.~(3), with $F=h+G(P)$ and $G(D)_{pq}=\sum_{rs}[2(pq|rs)-(pr|qs)]D_{rs}$, and $f(C)=E(CC^T)$. Tangent vectors are $\xi=V\kappa$, equivalently $X=\xi C^T+C\xi^T$, with metric $\langle\xi,\eta\rangle=\mathrm{Tr}\,\xi^T\eta=\frac12\mathrm{Tr}\,XY$. The gradient is $g=4QFC$, Eq.~(7). Geodesics have $P''(0)=2(\xi\xi^T-C\xi^T\xi C^T)$, Eq.~(10). The Hessian is $H\xi=4\{QF\xi-\xi(C^TFC)+QG(X)C\}$, Eq.~(16); its first and third terms are the second derivative along the line $C+t\xi$, Eq.~(14), and it equals $Qg'$ along any curve with $C'(0)=\xi$, Eq.~(20).

\subsection{Components and the operator $\Omega$}

Multiply (16) from the left by $V^T$ and set $F_{vv}=V^TFV$, $F_{oo}=C^TFC$. Then
\begin{equation}
H=4(\Omega+K),\qquad\Omega\kappa=F_{vv}\kappa-\kappa F_{oo},\qquad K\kappa=V^TG(X)C .\tag{21}
\end{equation}
Let $i,j$ label occupied and $a,b$ virtual orbitals, and use them as the basis. The nonzero elements of $X$ are $X_{bj}=X_{jb}=\kappa_{bj}$, so the sum in $G(X)_{ai}$ runs over $(r,s)=(b,j)$ and $(r,s)=(j,b)$. The Coulomb kernel contributes $2(ai|bj)$ each time, and the exchange kernel $-(ar|is)$ contributes $-(ab|ij)$ and $-(aj|ib)$. This gives
\begin{equation}
H_{ai,bj}=4\big[F_{ab}\delta_{ij}-\delta_{ab}F_{ij}+4(ai|bj)-(ab|ij)-(aj|bi)\big].\tag{22}
\end{equation}
All $77\times77$ elements were tested against finite differences of the gradient at the displaced silicon point; the largest absolute difference of an element is $7.6\times10^{-7}$ eV/rad$^2$.

The frames $C$ and $V$ may be rotated independently without changing $P$, so the symmetric matrices $F_{oo}$ and $F_{vv}$ can be diagonalized separately at any point. With their eigenvalues $\varepsilon_i$ and $\varepsilon_a$,
\begin{equation}
(\Omega\kappa)_{ai}=\underbrace{\varepsilon_a\kappa_{ai}}_{QF\xi}\;\underbrace{-\;\varepsilon_i\kappa_{ai}}_{-\xi C^TFC}=(\varepsilon_a-\varepsilon_i)\,\kappa_{ai}.\tag{23}
\end{equation}
In orbital coordinates the curvature term supplies $-\varepsilon_i$ and the Euclidean Hessian supplies $+\varepsilon_a$. The statement that the curvature term is the origin of the differences is true in the sense that without it there would be a bare $\varepsilon_a$ and no difference; it is not true that the term contains the whole of $\varepsilon_a-\varepsilon_i$.

At a stationary point $V^TFC=0$, the Fock matrix is block diagonal, and the $\varepsilon$ are its eigenvalues, the canonical orbital energies. Away from stationarity the off-diagonal block is $V^Tg/4\neq0$, and the numbers in (23) are pseudo-canonical energies that need not agree with the spectrum of $F$. At the displaced silicon point the two sorted lists differ by as much as $26.3$ eV. The operator $\Omega$ is positive definite if and only if every $\varepsilon_a$ lies above every $\varepsilon_i$.

The Riemannian Hessian has been derived and split into $4\Omega$ and the response term $4K$; in the differences $\varepsilon_a-\varepsilon_i$ of $\Omega$, the curvature term supplies $-\varepsilon_i$ and the Euclidean Hessian $+\varepsilon_a$. It remains to see how this division depends on the zero of energy and the embedding, and what the Hessian gives for silicon's excitations, its rotational zero modes and iterative methods.

All numerical values are calculated from the stated model.
